# Size scaling of collisionless charging in perfectly insulating features

## 1. Definitions and conventions

An insulating structure faces a plasma. Positions in a reference structure are \(\mathbf X\). In a copy enlarged by the factor \(\lambda>0\), the corresponding positions are \(\mathbf x=\lambda\mathbf X\). Subscripts 1 and \(\lambda\) label the two structures. All three dimensions are scaled, including hole depth, pitch, oxide thickness and the distance to any buried conductor.

The potential is \(\phi\) and the permittivity is \(\epsilon\), with values \(\epsilon_0\) in vacuum and \(\epsilon_d=\kappa\epsilon_0\) in the dielectric. The unit normal \(\mathbf n\) points from dielectric to vacuum. Since \(\mathbf D=-\epsilon\nabla\phi\), the surface charge density is

\[
\sigma=\mathbf n\cdot(\mathbf D_{\rm vac}-\mathbf D_{\rm diel})
=\epsilon_d\,\partial_n\phi|_{\rm diel}-\epsilon_0\,\partial_n\phi|_{\rm vac}. \tag{1}
\]

The net electric current density arriving at the surface from the vacuum side is \(J\), positive when it adds positive charge. Electron temperature \(T_e\) is given in volts, so that \(eT_e\) is an energy.

The model makes these assumptions:

- Particles move without collisions, in the electrostatic field alone.
- The field changes little during one particle transit (quasi-static motion).
- The insulator has no bulk or surface conduction.
- Charge is continuous, and charge in the vacuum is negligible.
- Conductor potentials and permittivities are the same at both sizes.
- Particles enter through a plane above the structure, where the potential is uniform and the external field is negligible. Their velocity distributions, as functions of the potential there, are the same at both sizes.
- Reflection and secondary emission, if present, occur at the impact point and depend on impact energy and angle, not on size or local field.

## 2. The statement

Under these assumptions, \(\phi_1(\mathbf X)\) is a steady charging potential of the reference structure if and only if

\[
\phi_\lambda(\lambda\mathbf X)=\phi_1(\mathbf X) \tag{2}
\]

is one of the enlarged structure. The corresponding charges obey

\[
\sigma_\lambda(\lambda\mathbf X)=\frac{\sigma_1(\mathbf X)}{\lambda},
\qquad Q_\lambda=\lambda Q_1. \tag{3}
\]

The statement pairs steady states; it does not claim that each structure has just one. A surface point that no particle reaches has \(J=0\) whatever charge it holds, so its initial charge can persist. Section 6 shows which initial conditions lead to corresponding states.

## 3. Electrostatics

Without space charge, the potential satisfies \(\nabla\cdot(\epsilon\nabla\phi)=0\) away from the charged surface. Insert (2). By the chain rule, \(\nabla_x=\lambda^{-1}\nabla_X\), and therefore

\[
\nabla_x\cdot(\epsilon\nabla_x\phi_\lambda)
=\lambda^{-2}\,\nabla_X\cdot(\epsilon\nabla_X\phi_1)=0. \tag{4}
\]

The permittivity may be differentiated along with the rest because it is the same at corresponding points. A conductor at potential \(V\) stays at \(V\), and a boundary with zero normal field keeps zero normal field. Equation (1) contains one derivative, which supplies one factor \(\lambda^{-1}\). This gives the first part of (3).

The converse is also needed: the charge \(\sigma_1/\lambda\) must produce this potential and no other. Let \(u\) be the difference of two potentials with the same surface charge and boundary conditions. It has no sources, vanishes on the conductor and has zero normal field on the remaining boundary. Multiplying its equation by \(u\) and integrating by parts gives

\[
\int \epsilon\,|\nabla u|^2\,d^3x=0. \tag{5}
\]

The boundary terms vanish, and the interface terms cancel because the two charges are equal. Hence \(u\) is constant, and the conductor makes that constant zero.

Fields at corresponding points scale as \(1/\lambda\). The potential differences, which set particle energies, do not change.

## 4. Orbits and currents

A particle of mass \(m\) and charge \(q\) in the reference structure obeys

\[
m\,\frac{d^2\mathbf X}{ds^2}=-q\,\nabla_X\phi_1(\mathbf X). \tag{6}
\]

For the enlarged structure, try \(\mathbf x(t)=\lambda\mathbf X(s)\) with \(s=t/\lambda\). Each time derivative brings a factor \(1/\lambda\):

\[
\frac{d\mathbf x}{dt}=\frac{d\mathbf X}{ds},\qquad
m\frac{d^2\mathbf x}{dt^2}=\frac{m}{\lambda}\frac{d^2\mathbf X}{ds^2}
=-\frac{q}{\lambda}\nabla_X\phi_1=-q\nabla_x\phi_\lambda. \tag{7}
\]

The trial orbit therefore solves the enlarged problem. It has the same shape, and the same velocity at corresponding points. Impact energy and angle are unchanged, while the transit time is \(\lambda\) times longer. The argument holds for any \(q\) and \(m\), so it covers ions and electrons together.

A numerical integration illustrates this. A 30 eV argon ion starts at \(x=0.5L\), a height \(3L\) above the centre of the potential hill \((20\ {\rm V})\exp(-r^2/L^2)\), where \(r\) is the distance from the centre. It crosses the plane \(3L\) below the centre at \(x/L=2.735907\), both for \(L=50\) nm and for \(L=200\) nm. The ratio of transit times is 4.000000.

Equal orbits do not yet give equal currents; the number of particles on each orbit is needed as well. The velocity distribution \(f\) of one species obeys the steady collisionless equation

\[
\mathbf v\cdot\nabla_x f-\frac{q}{m}\nabla_x\phi\cdot\nabla_v f=0. \tag{8}
\]

It says that \(f\) is constant along an orbit. If \(f_\lambda(\lambda\mathbf X,\mathbf v)=f_1(\mathbf X,\mathbf v)\), both terms acquire the same factor \(1/\lambda\), so (8) remains satisfied. The entry distribution is also the same. An orbit traced backwards from a surface point to the entry plane therefore carries the same value of \(f\) at both sizes. Orbits that connect to no source are taken to be empty.

The current brought by arriving particles is

\[
J_{\rm in}=\sum_{\rm species}q\int_{\mathbf v\cdot\mathbf n<0}
|\mathbf v\cdot\mathbf n|\,f\,d^3v. \tag{9}
\]

No length appears in this integral, so \(J_{\rm in}\) is equal at corresponding points. A surface that reflects or emits particles according to impact energy and angle then sends out the same velocity distribution at both sizes. These particles follow corresponding orbits to corresponding points, and the argument repeats for each later generation. The net current consequently satisfies

\[
J_\lambda(\lambda\mathbf X)=J_1(\mathbf X). \tag{10}
\]

## 5. Steady state and total charge

Charge on a perfect insulator cannot move along the surface or into the bulk. Charge conservation therefore holds separately at each surface point:

\[
\frac{\partial\sigma}{\partial t}=J. \tag{11}
\]

A steady state requires \(J=0\) at every point of the insulating surface. By (10), this condition holds in the enlarged structure if it holds in the reference structure. Applying the same construction with \(1/\lambda\) proves the converse, and with it the statement (2).

For the total charge, corresponding area elements obey \(dA_\lambda=\lambda^2dA_1\). Thus

\[
Q_\lambda=\int\sigma_\lambda\,dA_\lambda
=\int\frac{\sigma_1}{\lambda}\,\lambda^2dA_1=\lambda Q_1. \tag{12}
\]

The same calculation applies to any part of the surface, and to the integral of \(|\sigma|\).

**A flat film.** Take an insulating film of area \(A\) and thickness \(d\) over a grounded conductor, with no field above it. If its surface floats at \(V\), equation (1) gives \(\sigma=\epsilon_dV/d\), and

\[
Q=\frac{\epsilon_d A V}{d}. \tag{13}
\]

With \(V\) fixed, \(A\propto\lambda^2\) and \(d\propto\lambda\) give \(Q\propto\lambda\). If the thickness were held fixed instead, the charge would grow as \(\lambda^2\). The conductor distance is thus part of the geometry that must be scaled.

**A long trench.** Suppose that only the cross-section is scaled and the length \(\ell\) is held fixed, with end effects neglected. The perimeter element grows as \(\lambda\), so

\[
\frac{Q_\lambda}{\ell}=\int\frac{\sigma_1}{\lambda}\,\lambda\,dl_1
=\frac{Q_1}{\ell}. \tag{14}
\]

The charge per unit length is unchanged. Linear growth of the total returns when the length is scaled too.

## 6. The approach to the steady state

Let the reference structure charge as \(\sigma_1(\mathbf X,s)\). For the enlarged one, try

\[
\sigma_\lambda(\lambda\mathbf X,t)=\frac{1}{\lambda}\sigma_1(\mathbf X,\lambda t),
\qquad
\phi_\lambda(\lambda\mathbf X,t)=\phi_1(\mathbf X,\lambda t). \tag{15}
\]

Differentiation at fixed position gives

\[
\frac{\partial\sigma_\lambda}{\partial t}
=\frac{1}{\lambda}\,\lambda\,
\left.\frac{\partial\sigma_1}{\partial s}\right|_{s=\lambda t}
=J_1(\mathbf X,\lambda t)=J_\lambda(\lambda\mathbf X,t). \tag{16}
\]

The factor \(\lambda\) comes from the time argument. The last equality is (10), applied to the instantaneous field. Equation (15) therefore describes a valid charging history.

The larger structure charges faster, in a time proportional to \(1/\lambda\), because it needs less charge per unit area while receiving the same current density. Two initially uncharged structures pass through corresponding states. So do structures whose initial charge densities differ by the factor \(1/\lambda\). If the reference structure settles, this selects one pair of steady states even when others exist.

A convenient unit of charging time for a hole of radius \(R\) is

\[
\tau=\frac{\epsilon_0\,(1\ {\rm V})}{J_iR}, \tag{17}
\]

where \(J_i\) is the incoming ion current density. Transit time grows as \(\lambda\) while charging time falls as \(1/\lambda\), so their ratio grows as \(\lambda^2\). The quasi-static assumption therefore weakens with increasing size.

## 7. Worked example: two blind holes

Consider holes of radius \(R=50\) and 200 nm in a silica-like oxide with \(\kappa=3.9\). The depth is \(4R\), and an oxide floor of thickness \(R\) separates the hole from a conductor at zero potential. A reflecting cylinder of radius \(2R\) stands for the neighbouring holes of an array.

The ion flux is \(10^{16}\ \mathrm{cm^{-2}s^{-1}}\), so \(J_i=1.60\ \mathrm{mA/cm^2}\). Ions have 30 eV of directed energy at zero potential and a transverse temperature of 0.3 eV. Electrons enter with \(T_e=4\) V and a flux equal to the ion flux times \(\exp(\phi_{\rm top}/T_e)\), where \(\phi_{\rm top}\) is the mean potential of the entry plane. This factor fixes the floating level. All particles that strike the surface are absorbed.

The calculation follows particles in three dimensions, deposits their charge and recalculates the field. The last 2% of the particles still in flight at each step are dropped, which changes the floor potential by less than 1 V. The two sizes use different random particles, and in each stage of the run their time steps are different multiples of \(\tau\). Both start uncharged and run for \(560\tau\), which is 6.19 ms for the small hole and 1.55 ms for the large one. Potentials and charges are averaged over the last \(160\tau\). "Floor" below means the central part of the floor, out to \(0.9R\).

**Potentials.** The mean floor potential is 30.3 V in the small hole and 30.4 V in the large one. At the mouth the values are −1.8 and −2.0 V. Over all surface nodes, the two potentials differ by 0.35 V rms and by at most 0.62 V. A potential proportional to size would have differed by a factor of four.

The floor potential lies close to the ion energy divided by \(e\). An ion cannot reach a point whose potential energy exceeds its total energy, here 30 eV plus a transverse part averaging 0.3 eV. The floor has charged to about this limit, which is the same at both sizes. The quoted value is not a plateau: during the averaging interval the floor potential climbs from about 28 to 31 V, and the ion current to the floor falls almost to zero. Agreement at the floor alone therefore says little about the scaling law; the other surface points and the transient make a fuller comparison. The calculation rests on the same assumptions as the proof, however, and its discretized equations scale in the same way. The comparison illustrates the law and checks the program, but it is not independent evidence that real holes obey the law.

**Transient.** After \(40\tau\), the floor is still far from the ion-energy limit. The times are 442 µs for the small hole and 110.5 µs for the large one, in the ratio 4. The floor potentials are 3.49 and 3.46 V, as (15) requires within the sampling noise.

**Charges.** The floor holds 1502 elementary charges in the small hole and 5975 in the large one:

\[
\frac{5975}{1502}=3.98. \tag{18}
\]

The sum of absolute surface charges grows from 4554 to 18290 elementary charges, a factor 4.02. The net charge grows from 2312 to 9392, a factor 4.06. The floor charge density falls from 3.78 to 0.94 \(\mathrm{\mu C/cm^2}\), close to a factor of four.

The plate formula (13) would give the small floor a density of

\[
\frac{3.9\,\epsilon_0\,(30.3\ {\rm V})}{50\ {\rm nm}}
\simeq2.1\ \mathrm{\mu C/cm^2}, \tag{19}
\]

little more than half the computed value. That formula omits the field in the vacuum and the sideways spreading of the field in the oxide. The scaling law needs neither approximation.

**How steady the state is.** During the last \(160\tau\), the net current to the floor averages −7.4% of the undeflected ion current, at both sizes. This figure is uncertain by a few points; other meshes and other ways of assigning charge to nodes give −8 to −11%. Ions bring less than 5% of the undeflected current and electrons about −13%, so the two are far from balance on the floor. In the small hole the undeflected ion current would deliver 2.83 \(\mathrm{\mu C/cm^2}\) in this time, so the floor density falls by about 0.2 \(\mathrm{\mu C/cm^2}\), some 6% of its mean. The final state is therefore not yet steady, above all in its charges. If charging continues, the floor density falls to about 2.5 \(\mathrm{\mu C/cm^2}\) after \(1000\tau\), while the floor potential passes through about 33 V and returns to about 30 V. The potential can rise while the floor loses charge, because charge on the other surfaces contributes to it too. The comparison remains valid because (15) applies at corresponding times whether or not charging has finished.

**Numerical accuracy.** A run with seven mesh cells per radius instead of five gives a floor potential of 29.5 V, a shift of −0.8 V. That run also used other random particles and a shorter final average, so the shift is not purely a mesh effect. The mean energy error of the traced particles is 0.2 eV. Since the floor potential is still rising, the earlier average accounts for part of it. If charge is shared linearly between neighbouring nodes and no particles are dropped, five and ten cells per radius both give 29.9 V, with floor charges of about 1460 and 1440 and absolute sums of about 4530 and 4720 elementary charges. Within the model, the floor potentials are thus uncertain by about 1 V and the charges by about 4%. The two sizes are computed on corresponding meshes, so their mesh errors are nearly equal and largely cancel in the comparison.

## 8. Conduction breaks the invariance

Let the oxide have a uniform bulk conductivity \(g\) and its surface a sheet conductance \(G\). The current density flowing from the surface into the oxide is \(g\,\partial_n\phi|_{\rm diel}\), and the surface current is \(-G\nabla_s\phi\), where \(\nabla_s\) is the gradient along the surface. Equation (11) becomes, in the steady state,

\[
0=J-g\,\partial_n\phi|_{\rm diel}+\nabla_s\cdot(G\nabla_s\phi). \tag{20}
\]

For the scaled potential, \(J\) is unchanged, the second term changes by \(1/\lambda\) and the third by \(1/\lambda^2\). The equation keeps its form only if \(g\) is scaled as \(\lambda\) and \(G\) as \(\lambda^2\). With fixed material properties, leakage matters more in the smaller structure.

Bulk leakage through a floor of thickness \(d\) competes with the plasma current when \(gV/d\sim J_i\). For the small hole this gives

\[
g\sim\frac{(1.60\times10^{-3}\ {\rm A/cm^2})(5\times10^{-6}\ {\rm cm})}{30.3\ {\rm V}}
\simeq3\times10^{-10}\ {\rm S/cm}. \tag{21}
\]

A calculation with about ten times this value, \(2.67\times10^{-9}\) S/cm at both sizes, shows the failure. After \(180\tau\), with an average over the last \(60\tau\), the floor potentials are 1.2 V in the small hole and 4.3 V in the large one. Without leakage, both floors would average 12 to 13 V over the same interval, still on their way up. Surface conduction was not included in that calculation.

## 9. Limits at small and large size

**Discrete charge.** Consider a surface patch of capacitance \(C\) on which electrons arrive against a retarding potential. Let \(n\) be the excess number of positive elementary charges about the steady state. Ions arrive at rate \(\nu\), and electrons at rate \(\nu\exp(n/n_T)\), with \(n_T=CT_e/e\), because each charge changes the potential by \(e/C\). In the stationary distribution, upward and downward transitions between neighbouring states balance:

\[
P(n)\,\nu=P(n+1)\,\nu\,e^{(n+1)/n_T}
\;\Rightarrow\;
P(n)=P(0)\,e^{-n(n+1)/(2n_T)}. \tag{22}
\]

For \(n_T\gg1\) this is a Gaussian of variance \(n_T\), so the rms potential fluctuation is

\[
\delta V=\frac{e}{C}\sqrt{n_T}=\sqrt{\frac{eT_e}{C}}\propto\lambda^{-1/2}, \tag{23}
\]

since \(C=Q/V\propto\lambda\). For the small floor, the ratio of charge to potential, \(1502\,e/30.3\ {\rm V}=7.9\) aF, serves as a rough \(C\). It includes the effect of charge elsewhere; the floor charged alone has roughly 10 to 14 aF, depending on how the charge is spread and how much of the floor is counted. The rough value gives \(\delta V=0.28\) V, and a direct sum over the distribution gives the same result. For the positive floor this is an order-of-magnitude estimate, because electrons are attracted there and the restoring current need not follow \(\exp(V/T_e)\).

A particle also polarizes the oxide by its own charge. At 5 nm from a flat oxide surface, the resulting image energy is 43 meV. At corresponding distances it varies as \(1/\lambda\), so it too breaks the scaling at small size.

**Oxide field.** The mean field through the floor is \(30.3\ {\rm V}/50\ {\rm nm}=6.1\) MV/cm. At fixed shape it varies as \(1/R\) and reaches 10 MV/cm, a rough breakdown strength of good silica, at \(R\simeq30\) nm. The largest field component found along a mesh line in the oxide is 8.3 MV/cm, a value that is not converged: ten mesh cells per radius give about 8.8 MV/cm.

For electrons tunnelling from the conductor through a triangular barrier, the standard Fowler–Nordheim formula, with a rough barrier of 3.1 eV and an oxide mass of 0.42 electron masses, gives \(2\times10^{-10}\ \mathrm{A/cm^2}\) at the mean field. The mesh peak would give \(2\times10^{-5}\ \mathrm{A/cm^2}\), about 1% of the ion current, and the peak of the finer mesh \(1\times10^{-4}\ \mathrm{A/cm^2}\), about 7%. These are overestimates, because the electrons start at the conductor. The field there is at most about 5.5 MV/cm, below even the mean, and the formula then gives about \(3\times10^{-12}\ \mathrm{A/cm^2}\). Tunnelling is thus a small correction here, but it rises steeply as the hole shrinks.

**Sheath field.** A fixed external field \(E_s\) adds a potential of order \(E_sL\) over a length \(L\), which grows with size. For a rough sheath drop of 30 V over 0.3 mm, the contribution over the 200 nm depth of the small hole is 20 mV. It would reach 1 V at a depth of 10 µm.

**Space charge and collisions.** The ion density follows from flux divided by speed. For a fixed density, the potential from space charge grows as \(L^2\); over 200 nm it is about 3 µV. Ions slow down near the floor and become denser there, but even a thousandfold increase would give only millivolts. At 10 mTorr and 400 K, a rough cross-section of \(10^{-14}\ \mathrm{cm^2}\) gives a mean free path of 4 mm, far longer than the hole. The ion transit time over the depth is 17 ps, against \(\tau\simeq11\) µs, so the quasi-static assumption holds well.

## 10. Relation to real etching

The flux and electron temperature are rough values for a high-density, low-pressure argon plasma. The ion energy of 30 eV is low for etching silica, where a bias can give ions hundreds of electronvolts or more, and a depth of two diameters is modest. The computed 30 V should therefore not be carried over to deep contact holes. If a floor did charge to the limit set by much faster ions, the oxide field at this size would exceed the breakdown strength, and the perfect-insulator model would fail.

Real surfaces also reflect ions and emit secondary electrons. Such processes can change the potentials, yet they preserve the scaling if they meet the local conditions of Section 1. Conduction in a deposited film or in irradiated oxide does not. The leaky example shows how large its effect can be: at 50 nm radius the floor stays near 1 V, while without leakage it eventually reaches about 30 V. Comparing two sizes at equal shape, plasma conditions and materials can therefore help to reveal leakage, provided that the other effects in Section 9 are small.

## Numbers as computed

```
Hole radii: 50 and 200 nm; ratio 4.0
Small hole depth: 200 nm; floor oxide 50 nm
Ion energy 30 eV; transverse ion temperature 0.3 eV
Electron temperature 4.0 eV; oxide permittivity 3.9
Ion flux 1.0e+16 cm^-2 s^-1; current 1.60 mA/cm2
Bessel-mode field error: 0.30 %
Orbit landing x/L, small and large: 2.735907, 2.735907
Orbit transit-time ratio: 4.000000
Mean particle energy error: 0.198 eV
Floor potential, small and large: 30.30, 30.44 V
Mouth potential, small and large: -1.80, -2.02 V
Surface potential difference: rms 0.35, largest 0.62 V
Finer-mesh floor potential: 29.47 V
Mesh shift of floor potential: -0.84 V
Floor net/ion current: -0.074 small, -0.074 large
Early times: 442.1 us small, 110.5 us large
Early floor potentials: 3.49, 3.46 V
Total charging times: 6.190, 1.547 ms
Floor charge: 1502 e small, 5975 e large
Floor charge ratio: 3.978
Gross charge: 4554 e small, 18290 e large
Gross charge ratio: 4.016
Net charge: 2312 e small, 9392 e large
Net-charge mismatch / gross charge: 0.0079
Floor charge density: 3.783, 0.941 uC/cm2
Leak-test conductivity: 2.67e-09 S/cm
Leaky floor potentials: 1.18 small, 4.25 V large
Effective floor capacitance, small: 7.94 aF
Discreteness noise, formula and sum: 0.284, 0.284 V
Space-charge potential: 3.01 uV
Sheath-field drop over depth: 20.0 mV
Mean free path at 10 mTorr, 400 K: 4.14 mm
Depth / mean free path: 4.8e-05
Image energy at 5 nm from oxide: 42.6 meV
Ion transit time over depth: 16.6 ps
Mean field through floor oxide: 6.06 MV/cm
Largest oxide field on mesh: 8.27 MV/cm
Tunnel current at mean field: 2.1e-10 A/cm2
Tunnel current at mesh peak: 1.6e-05 A/cm2
Radius for 10 MV/cm mean floor field: 30.3 nm
```
